Negative Capacitance of a Cylindrical Ferroelectric Domain under Charge Control

**A domain in a rigidly polarized plate**

Take a ferroelectric plate of thickness d and area A between two electrodes. Its polarization is −P_s everywhere except in one cylinder of radius r, which runs from electrode to electrode and has polarization +P_s. Suppose first that these two values are rigid, so that the material has no linear dielectric response. The electrodes carry exactly the charge that the polarization demands:

Q = P_s πr² − P_s(A − πr²) = P_s(2πr² − A).

Here Q is the charge on the electrode that is positive when it favours +P_s, and V is the voltage with the same sign convention. Fixing Q fixes r. The only energy that depends on r is that of the domain wall, U = 2πrγd, where γ is the wall energy per area. The voltage is the energy needed per added charge:

V = dU/dQ = (dU/dr)/(dQ/dr) = 2πγd/(4πP_s r) = γd/(2P_s r).

A larger domain needs a smaller voltage, because its wall is less curved. Since dV/dr = −V/r,

dQ/dV = (dQ/dr)/(dV/dr) = −4πP_s r²/V = −8πP_s²r³/(γd).

This is the cubic law. One power of r comes from the charge carried by a growing rim, and two come from the slope of V ∝ 1/r. Without tension, V would be zero at every radius: charge could be added at no voltage, and the inverse capacitance would vanish.

A real ferroelectric also responds linearly about ±P_s. That response adds a positive capacitance and decides whether the domain can exist at all.

**First derivation: energy at fixed charge**

Let both polarization states have permittivity ε along the axis. The electrodes are ideal, meaning that they screen the polarization charge at the surface itself. The potential difference is then V above every point of the plate, and the field E = V/d is uniform. The displacement is εE + P_s inside the cylinder and εE − P_s outside. With C₀ = εA/d,

Q = C₀V + P_s(2πr² − A).

It is convenient to count charge from the domain-free state at zero voltage: x = Q + P_sA, so that V = (x − 2πP_s r²)/C₀.

The linear response stores energy εE²/2 per volume, or C₀V²/2 in total. The energy at fixed charge is therefore

F(r, x) = (x − 2πP_s r²)²/(2C₀) + 2πrγd.

Its derivative with respect to r at fixed x is

∂F/∂r = −4πP_s r V + 2πγd.

Setting this to zero gives V = γd/(2P_s r), as in the rigid plate. For the second derivative, V itself changes with r at the rate −4πP_s r/C₀, so

∂²F/∂r² = 16π²P_s²r²/C₀ − 4πP_sV.

At equilibrium 4πP_sV = 2πγd/r. Define

r_c³ = C₀γd/(8πP_s²) = εAγ/(8πP_s²),  u = (r/r_c)³.

The first term is then (2πγd/r)u, and

∂²F/∂r² = (2πγd/r)(u − 1).

The radius is stable at fixed charge when r > r_c. For r < r_c the stationary point is a maximum, from which the domain either collapses or grows.

The capacitance follows from the same second derivatives. Let U(x) = F(r(x), x) be the energy after r has adjusted. Then V = dU/dx and 1/C = d²U/dx². Since ∂F/∂r = 0 along the branch, dU/dx = ∂F/∂x. Differentiating again, with dr/dx = −(∂²F/∂x∂r)/(∂²F/∂r²), gives

1/C = ∂²F/∂x² − (∂²F/∂x∂r)²/(∂²F/∂r²).

Here ∂²F/∂x² = 1/C₀ and ∂²F/∂x∂r = −4πP_s r/C₀. The square of the latter is (1/C₀)(2πγd/r)u. Hence

1/C = (1/C₀)[1 − u/(u − 1)] = −1/[C₀(u − 1)],

C = C₀(1 − u) = C₀ − 8πP_s²r³/(γd).

The domain contribution is proportional to r³. The total follows that law only for r ≫ r_c, where C₀ is negligible. Within this model, negative total capacitance and stability of the radius at fixed charge are the same condition, r > r_c.

Stability against small changes does not make the domain the lowest state. At the same x, the domain-free plate has voltage V + q/C₀, where q = 2πP_s r². Its energy exceeds that of the domain state by

F(0) − F(r) = qV + q²/(2C₀) − 2πrγd.

Because qV = πrγd, the difference is q²/(2C₀) − πrγd. It is positive when r³ > C₀γd/(2πP_s²) = 4r_c³. Between r_c and 4^(1/3) r_c = 1.59 r_c the domain is metastable against disappearing.

**Second derivation: balance across a diffuse wall**

The same law follows from the local equation for the polarization, without an energy assigned to a sharp surface. Let the material have energy density f(P) + (g/2)|∇P|², where f is a symmetric double well with f(±P_s) = 0 and f''(±P_s) = 1/χ. A background permittivity ε_b accounts for the remaining response, so D = ε_bE + P. In a uniform field E, the quantity that must be stationary is the integral of f + (g/2)|∇P|² − EP. This gives

f'(P) − g∇²P = E.

For a cylinder, P depends on the distance ρ from the axis, and ∇²P = P'' + P'/ρ. Multiply by P' and collect the total derivatives:

d/dρ [f − EP − gP'²/2] = gP'²/ρ.

Integrate from the axis to a point far outside the wall. P' vanishes at both ends, so

(f − EP)_out − (f − EP)_in = g∫(P'²/ρ)dρ.

For weak fields, P_in = P_s + χE and P_out = −P_s + χE, and f = χE²/2 in both. Therefore

(f − EP)_out = P_sE − χE²/2,
(f − EP)_in = −P_sE − χE²/2.

The left side is 2P_sE. On the right, P' is appreciable only near ρ = r, so 1/ρ can be replaced by 1/r when the wall is thin compared with r. For a flat wall at E = 0, the same first integral gives f = gP'²/2. The wall energy is then

γ = ∫(f + gP'²/2)dρ = g∫P'²dρ.

The balance becomes 2P_sE = γ/r: the field pressure on the wall equals the pressure of its tension. Thus V = Ed = γd/(2P_s r).

The charge is the integral of D over the electrode. To the same order it is

Q = A(ε_b + χ)E + P_s(2πr² − A),

so ε = ε_b + χ. Along the branch dV/dr = −V/r, and

C = dQ/dV = C₀ + 4πP_s r(−r/V) = C₀ − 8πP_s²r³/(γd).

**What each derivation assumes**

Both need a uniform field, hence ideal electrodes, and a wall that moves freely to equilibrium. The first takes γ as a given constant and the wall as a surface. It does not ask what the wall is made of, and it yields stability and the competing state. The second derives the tension from the polarization profile and shows where the approximation enters: the wall must be thin compared with r, and the field weak enough for the linear response. It finds stationary states but does not by itself say whether they are stable.

The diffuse-wall equation can be solved numerically at fixed charge without replacing 1/ρ by 1/r. Take dimensionless f = (P² − 1)²/8, g = 1, ε_b = 0.5, unit thickness and a disc of radius 60. At r = 14.6 the capacitance per area is −8.75, against −8.86 from the law, a difference of 1.3% of the latter. At r = 31.7 the values are −104.8 and −104.9, and the difference is about 0.1%. The domain contribution grows between these radii with exponent 3.01. Halving the mesh at the larger radius changes its cubic coefficient by 0.006%.

**Other ways for the wall to move**

So far only the radius has varied. Let the outline become r + a cos nθ, with small a and n ≥ 1. To second order its perimeter grows by πn²a²/(2r) and its area by πa²/2. The wall costs γd per length, and the field does work 2P_sV per area, so

δF = πγd n²a²/(2r) − πP_sVa² = (πa²γd/2r)(n² − 1).

The mode n = 1 is a displacement and costs nothing. Modes with n ≥ 2 cost energy, so the circular outline is stable against them. A large displacement is another matter. At a straight insulating edge, a half-cylinder of the same volume has radius √2 r and only 0.707 of the wall area. The central domain is therefore not the lowest state. Since a displacement costs nothing and the wall area falls as soon as the domain touches the edge, no barrier in this model keeps it in the centre. In a real film, pinning of the wall can hold it there.

The radius may also vary along the axis, as r + a cos qz. Tension and field together give, per length, (πγa²/2r)(q²r² − 1), which is negative for long waves. But a tilted wall carries bound charge of amplitude σ = 2P_s a q. For isotropic permittivity, the potential varies as I₀(qρ) inside and K₀(qρ) outside. Matching the jump of εE at the wall gives the amplitude σrI₀(qr)K₀(qr)/ε there. Half the product of charge and potential, averaged over z and multiplied by 2πr, is

2πr²P_s²a²q² I₀(qr)K₀(qr)/ε.

Divided by the destabilizing term πγa²/(2r), this is

4r³P_s²q² I₀(qr)K₀(qr)/(εγ).

The domain resists bulging if this ratio plus q²r² exceeds one. The longest wave that fits between the electrodes has q = π/d.

**A worked example**

Take rough values of the kind found in tetragonal lead zirconate titanate films: P_s = 70 uC/cm², γ = 100 mJ/m² and relative permittivity ε_r = 100. The plate is a free-standing disc (a mesa) 100 nm thick and 100 nm in radius, and the domain has r = 12 nm.

The balance V = γd/(2P_s r) gives 0.595 V, a field of 0.0595 MV/cm. The linear capacitance is C₀ = 0.278 fF; the field outside the mesa, neglected here, would add roughly 4 aF, about 1%. Of the charge x = 0.799 fC, the linear response holds C₀V = 0.166 fC, which leaves q = 0.633 fC for the reversed polarization. Since the domain contribution is −4πP_s r²/V = −2q/V,

C_domain = −2 × 0.633 fC/0.595 V = −2.13 fF,
C = 0.278 fF − 2.13 fF = −1.85 fF (−1850 aF).

The critical radius is r_c = 6.09 nm, and the domain becomes the lower state above 9.67 nm. A direct search of the curve F(r) for these thresholds finds 6.095 nm and 9.665 nm. The chosen domain lies above both. With the electrode fixed, doubling r from 12 to 24 nm changes C_domain from −2.13 to −17.0 fF, a factor of eight. The total changes from −1.85 to −16.7 fF, a factor of nine, because C₀ matters more at the smaller radius. At 5 nm the total is +0.124 fF, and that state is unstable.

For the longest bulging wave, the charge stiffness is 46 times the destabilizing term for isotropic permittivity, and still nearly 30 times if the in-plane permittivity is twice the axial one. Collapse at fixed charge, with the radius kept uniform along the axis, must pass a barrier of 2640 eV at r = 2.58 nm. This is far above the thermal energy of 0.026 eV at 300 K, and the thermal spread of the radius is only 0.011 nm.

**Imperfect screening**

Real electrodes screen over a finite distance. Represent this by a vacuum gap of thickness λ at each electrode, and expand the polarization pattern in plane waves. For isotropic permittivity and an amplitude p_k of wavenumber k, the potential in the film is a sinh kz, with z measured from the midplane. At the upper surface it must equal the drop across the gap. For waves much longer than λ this drop is λD/ε₀, with D = p_k − εka cosh(kd/2). Solving for the surface potential gives

a sinh(kd/2) = (λ/ε₀)p_k/(1 + g_k),  g_k = λε_r k coth(kd/2).

With no applied voltage, the integral of D·E over film and gaps vanishes. The stored energy is then −½∫p_kE dz, or p_k a sinh(kd/2) per area:

w_k = (λ/ε₀)p_k²/(1 + g_k).

For long waves g_k tends to s = 2λε_r/d. Split w_k into its value with g_k = s and a remainder. The squares p_k² sum to P_s² − p₀², where p₀ = P_s(2πr² − A)/A is the mean polarization. Use λ/ε₀ = sd/(2ε) and write D₀ = Q/A. Apart from a constant, the first part and the uniform energy add up, per area, to

(d/2ε)[(D₀ − p₀)² + sD₀² − sp₀²/(1 + s)] = (d/2ε)(1 + s)[D₀ − p₀/(1 + s)]².

This is the ideal model with P_s and C₀ both divided by 1 + s. The remainder is a fringe energy. A cylinder has the transform 4πP_s rJ₁(kr)/k, so for an electrode much wider than the domain

W(r) = −8πP_s²r²(λ/ε₀) ∫₀^∞ (dk/k) J₁²(kr)[1/(1 + s) − 1/(1 + g_k)].

It is negative and acts against the tension:

V = (1 + s)[2πγd + dW/dr]/(4πP_s r).

For λ = 0.015 nm, a rough value for a good metallic contact, s is only 0.03. Yet at r = 12 nm the voltage falls from 0.595 to 0.320 V, and the capacitance changes from −1.85 to −3.20 fF, a 73% increase in magnitude relative to the ideal value. The correction is large because the fringe energy competes with the small wall energy. For the same reason these values are only a guide for a real film. Tetragonal ferroelectrics usually have a larger permittivity in the plane than along the axis. A ratio of two would already give about 0.22 V and −3.9 fF. A diffuse wall with P proportional to tanh[2(r − ρ)/w], w = 1 nm and the same γ would lower the voltage by about 5%, and one twice as wide by about 13%. The sign of C survives at this λ, but not by a wide margin. For isotropic permittivity and a sharp wall, λ = 0.023 nm gives 0.02 V and −11 fF. At λ = 0.03 nm the fringe term outweighs the tension, giving −0.30 V and a positive capacitance of +8.3 fF. In addition, dW/dr depends on r, so the cubic law is no longer exact. A constant dW/dr would keep the power r³ and change only its coefficient. The ideal coefficient is recovered when both |dW/dr| and r|d²W/dr²| are much smaller than 2πγd, and s is small.

**Comparison with real films**

The example needs a small electrode. Since r_c grows as A^(1/3), an electrode radius of 10 μm instead of 100 nm would raise r_c from 6.1 to 131 nm.

Free wall motion is also an idealization, because defects hold walls in place. Suppose they act as a constant friction: the wall moves only when the field differs from the tension field γ/(2P_s r) by more than a pinning field E_p. A rough E_p of 0.1 MV/cm is 1.7 times the tension field at 12 nm. With ideal electrodes and zero voltage, tension would then shrink the domain only below 7.1 nm. A small oscillation of the charge about equilibrium leaves the wall at rest and shows only C₀ = +0.278 fF. Steady charging does move the wall, at a voltage raised by the constant E_p d = 1 V. In this simple picture dV/dr, and with it dQ/dV, is unchanged, but the extra work is lost as heat. For small oscillations, −1.85 fF is therefore the limit of negligible pinning.

Charge control is also demanding. A stray capacitance C_p in parallel replaces C₀ by C₀ + C_p in the energy, so the domain stays stable only if C_p < |C|. This is 1.85 fF at 12 nm with ideal electrodes, far less than ordinary wiring contributes. With a rough resistivity of 10¹² ohm cm, leakage at its initial rate would remove enough charge to bring the domain to r_c in 17 s, and sooner as the field rises.

Three further estimates, made for ideal electrodes, are small. For a wall about 1 nm wide, (width/r)² is 0.7%. The induced polarization εE is 0.75% of P_s, and the field is 6% of a rough breakdown field of 1 MV/cm. The remaining values are in the numerical output.

Calculated quantities

```
Polarization Ps = 70 uC/cm2
Wall energy = 100 mJ/m2
Relative permittivity = 100
Thickness = 100 nm, electrode radius = 100 nm
Domain radius = 12.0 nm
Tension field = 0.0595 MV/cm
Voltage = 0.5952 V
Charge above -Ps state = 0.7989 fC
Linear capacitance C0 = 0.2782 fF
Domain capacitance = -2.1280 fF
Total capacitance = -1.8499 fF = -1850 aF
Critical radius r_c = 6.090 nm
r_c from energy search = 6.095 nm
Equal-energy radius = 9.667 nm
Equal-energy radius, search = 9.665 nm
Table: r (nm), V (V), domain C (fF), total C (fF)
   5  1.4286  -0.1539  0.1242
   8  0.8929  -0.6305  -0.3524
  12  0.5952  -2.1280  -1.8499
  16  0.4464  -5.0442  -4.7661
  24  0.2976  -17.0243  -16.7462
Largest error, minimization test = 4.3e-04
Ginzburg-Landau: radius, C/A, law (dimensionless), error
  14.595  -8.751  -8.863  1.26 %
  31.720  -104.793  -104.889  0.09 %
Ginzburg-Landau exponent of r = 3.0127
Shift on halving the mesh = 0.006 %
Pinning field (rough) = 0.10 MV/cm
Pinning/tension field = 1.68
Radius where they are equal = 7.14 nm
Screening length (rough) = 0.015 nm per electrode
Voltage with screening = 0.3199 V
Total C with screening = -3.2032 fF
Change of C by screening = 73.2 %
Bulging: charge/tension stiffness = 45.6
Wall width (rough) = 1 nm
(width/radius)^2 = 0.69 %
Induced polarization eps*E/Ps = 0.75 %
Breakdown field (rough) = 1 MV/cm
Tension/breakdown field = 0.060
Temperature = 300 K, kT = 0.0259 eV
Thermal radius spread = 0.0109 nm
Barrier radius = 2.582 nm
Collapse barrier = 2644 eV
Resistivity (rough) = 1e+12 ohm cm
Leakage time to r_c = 17 s
Stray capacitance limit = 1.850 fF
Edge/central wall area, same volume = 0.707
```
